# Electron-Electron Relaxation Rate in a Three-Dimensional Fermi Liquid: a numerical check

```python
"""
Result under test: in a three-dimensional Fermi liquid the relaxation rate of
one quasiparticle state by electron-electron collisions is
    1/tau = C * (xi**2 + (pi*kB*T)**2),
    C = m^3 e^4 B(x) / (pi hbar^7 kF kappa^3),   x = 2 kF/kappa,
    B = atan(x) + x/(1+x^2) - atan(x sqrt(2+x^2))/sqrt(2+x^2).
xi: energy from the chemical potential; kF: Fermi wave number; m: mass;
kappa: Thomas-Fermi screening wave number; e^2: Gaussian squared charge.
Interaction: 4 pi e^2/(q^2+kappa^2), with exchange, in the golden rule.
Reduced units below: hbar = m = kF = 1, so the Fermi energy is 1/2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit
from scipy.stats import qmc

pi = np.pi
hbar, kB, eV = const.hbar, const.k, const.e
e_squared = const.e**2 / (4 * pi * const.epsilon_0)   # Gaussian e^2 in J m


def bracket(x):
    root = np.sqrt(2 + x * x)
    return np.arctan(x) + x / (1 + x * x) - np.arctan(x * root) / root


def screening(k_fermi, mass):
    return np.sqrt(4 * mass * e_squared * k_fermi / (pi * hbar**2))


def coefficient(k_fermi, mass):
    """C in 1/(s J^2)."""
    kappa = screening(k_fermi, mass)
    return (mass**3 * e_squared**2 * bracket(2 * k_fermi / kappa)
            / (pi * hbar**7 * k_fermi * kappa**3))


# ---------- example inputs ----------
fermi_energy = 7.0 * eV
mass = const.m_e
temperature = 300.0
phonon_coupling = 0.15       # rough dimensionless coupling
bound_dielectric = 5.0       # rough polarization of bound electrons
heavier_mass = 1.3           # rough band mass ratio
line_width = 20e-9

k_fermi = np.sqrt(2 * mass * fermi_energy) / hbar
v_fermi = hbar * k_fermi / mass
kappa_si = screening(k_fermi, mass)
C_si = coefficient(k_fermi, mass)
energy_unit = 2 * fermi_energy
e2 = e_squared * mass / (hbar**2 * k_fermi)
kappa = kappa_si / k_fermi
C_reduced = C_si * energy_unit * hbar


# ---------- Fermi-function integrals from their definition ----------
def fermi_integrals(y, step=0.5):
    """Out- and in-scattering integrals, energies in units of kB*T."""
    n = int(np.ceil((abs(y) + 40) / step))
    grid = step * np.arange(-n, n + 1)
    y2, y3 = grid[:, None], grid[None, :]
    y4 = y + y2 - y3
    out = np.sum(expit(-y2) * expit(y3) * expit(y4)) * step**2
    back = np.sum(expit(y2) * expit(-y3) * expit(-y4)) * step**2
    return out, back


for y in (-3.0, 0.0, 2.0, 6.0):
    out, back = fermi_integrals(y)
    total = (y * y + pi**2) / 2
    assert abs(out / (total * expit(y)) - 1) < 1e-6
    assert abs(back / (total * expit(-y)) - 1) < 1e-6
for w in (1.7, -2.3):
    pair = quad(lambda y: expit(-y) * expit(y + w), -45, 45, limit=200)[0]
    assert abs(pair - w / (1 - np.exp(-w))) < 1e-7
    pair_back = quad(lambda y: expit(y) * expit(-y - w), -45, 45, limit=200)[0]
    assert abs(pair_back - w / (np.exp(w) - 1)) < 1e-7
sinh_integral = 2 * quad(lambda w: w / np.sinh(w), 1e-12, 60, limit=200)[0]
assert abs(sinh_integral - pi**2 / 2) < 1e-7

# thermal average of the relaxation rate, divided by its value at xi = 0
average = sum(expit(y) * expit(-y) * sum(fermi_integrals(y))
              for y in np.arange(-30.0, 31.0))
average_ratio = average / sum(fermi_integrals(0.0))
assert abs(average_ratio - 4 / 3) < 1e-5


# ---------- decay of a disturbance in one level of a kinetic equation ------
def decay_of_one_level(y, step):
    n = int(round(40 / step))
    levels = step * np.arange(-n, n + 1)
    index = n + int(round(y / step))

    def collision_term(change):
        f = expit(-levels)
        f[index] += change
        both_full = np.convolve(f, f)
        both_empty = np.convolve(1 - f, 1 - f)
        partner = index + np.arange(len(f))
        gain = (1 - f[index]) * np.sum((1 - f) * both_full[partner])
        loss = f[index] * np.sum(f * both_empty[partner])
        return step**2 * (gain - loss)

    d = 1e-4
    return -(collision_term(d) - collision_term(-d)) / (2 * d)


# one level has weight proportional to the step: extrapolate to zero step
decay = 2 * decay_of_one_level(2.0, 0.05) - decay_of_one_level(2.0, 0.1)
assert abs(decay / ((4 + pi**2) / 2) - 1) < 2e-3


# ---------- coefficient by integration over momentum transfer and azimuth --
def interaction_integral(potential, exchange=True):
    t, wt = np.polynomial.legendre.leggauss(80)
    q, wq = t + 1, wt                       # 0 < q < 2 kF
    phi = (np.arange(400) + 0.5) * pi / 400
    q_other = 2 * np.sqrt(1 - q[:, None]**2 / 4) * np.sin(phi / 2)
    mean_other = potential(q_other).mean(axis=1)
    v = potential(q)
    return np.sum(wq * (v * v - 0.5 * exchange * v * mean_other))


def thomas_fermi(q):
    return 4 * pi * e2 / (q * q + kappa**2)


def lindhard(q):
    u = q / 2
    g = 0.5 + (1 - u * u) / (4 * u) * np.log(np.abs((1 + u) / (1 - u)))
    return 4 * pi * e2 / (q * q + kappa**2 * g)


def with_bound_electrons(q):
    return 4 * pi * e2 / (bound_dielectric * q * q + kappa**2)


J = interaction_integral(thomas_fermi)
assert abs(J / (8 * pi**3) / C_reduced - 1) < 1e-6


# ---------- golden rule in energy variables with full kinematic limits -----
def energy_variable_rate(xi1, T):
    step = T / 4
    n = int(np.ceil((abs(xi1) + 30 * T) / step))
    grid = step * np.arange(-n, n + 1)
    xi2, xi3 = np.meshgrid(grid, grid, indexing="ij")
    xi4 = xi1 + xi2 - xi3
    weight = (expit(-xi2 / T) * expit(xi3 / T) * expit(xi4 / T)
              + expit(xi2 / T) * expit(-xi3 / T) * expit(-xi4 / T))
    keep = ((weight > 1e-13) & (xi2 > -0.5) & (xi3 > -0.5) & (xi4 > -0.5))
    weight = weight[keep]
    k1 = np.sqrt(1 + 2 * xi1)
    k2, k3, k4 = (np.sqrt(1 + 2 * xi[keep]) for xi in (xi2, xi3, xi4))
    low = np.maximum(abs(k1 - k3), abs(k2 - k4))
    span = np.maximum(np.minimum(k1 + k3, k2 + k4) - low, 0)
    # squared variable crowds the nodes at small momentum transfer
    nodes, node_weights = np.polynomial.legendre.leggauss(20)
    integral = np.zeros_like(weight)
    for t, wt in zip((nodes + 1) / 2, node_weights / 2):
        q = np.maximum(low + span * t * t, 1e-12)
        along = (q * q + k1**2 - k3**2) / (2 * q)
        a2 = np.maximum(k1**2 - along**2, 0)
        b2 = np.maximum(k4**2 - along**2, 0)
        other = 4 * pi * e2 / np.sqrt((kappa**2 + a2 + b2)**2 - 4 * a2 * b2)
        v = thomas_fermi(q)
        integral += wt * 2 * t * span * (v * v - 0.5 * v * other)
    return step**2 * np.sum(weight * integral) / (4 * pi**3 * k1)


def law(xi, T):
    return C_reduced * (xi**2 + (pi * T)**2)


# ---------- golden rule over momenta: partner momentum and final direction -
def momentum_rate(xi1, T):
    u = qmc.Sobol(d=4, scramble=True, seed=7).random_base2(20)
    half = abs(xi1) + 18 * T
    k_low, k_high = np.sqrt(1 - 2 * half), np.sqrt(1 + 2 * half)
    k1 = np.sqrt(1 + 2 * xi1)
    k2 = k_low + (k_high - k_low) * u[:, 0]
    mu = 2 * u[:, 1] - 1
    cos_a = 2 * u[:, 2] - 1
    phi = 2 * pi * u[:, 3]
    total = np.sqrt(k1**2 + k2**2 + 2 * k1 * k2 * mu)
    rel = np.sqrt(k1**2 + k2**2 - 2 * k1 * k2 * mu) / 2
    cos_b = np.clip((k1**2 - k2**2) / (2 * rel * total), -1, 1)
    cosine = (cos_a * cos_b
              + np.sqrt((1 - cos_a**2) * (1 - cos_b**2)) * np.cos(phi))
    v = thomas_fermi(np.sqrt(np.maximum(2 * rel**2 * (1 - cosine), 0)))
    v_other = thomas_fermi(np.sqrt(np.maximum(2 * rel**2 * (1 + cosine), 0)))
    centre = total**2 / 4 + rel**2
    x2 = (k2**2 - 1) / (2 * T)
    x3 = (centre + total * rel * cos_a - 1) / (2 * T)
    x4 = (centre - total * rel * cos_a - 1) / (2 * T)
    occupation = (expit(-x2) * expit(x3) * expit(x4)
                  + expit(x2) * expit(-x3) * expit(-x4))
    # equal spins: half the squared difference; opposite spins: direct term
    strength = v**2 + 0.5 * (v - v_other)**2
    integrand = 2 * pi * k2**2 * (rel / 2) * strength * occupation
    volume = (k_high - k_low) * 2 * 2 * 2 * pi
    return 2 * pi / (2 * pi)**6 * volume * integrand.mean()


T_test = 0.01                                # 0.02 Fermi energies
rate_momentum = momentum_rate(3 * T_test, T_test)
rate_energy = energy_variable_rate(3 * T_test, T_test)
# tolerance covers the sampling error of the four-dimensional integral
assert abs(rate_momentum / rate_energy - 1) < 0.015

limit_ratios = []
for y in (0.0, 3.0, 6.0):
    coarse, fine = (energy_variable_rate(y * T, T) / law(y * T, T)
                    for T in (0.001, 0.0005))
    assert abs(fine - 1) < 0.02
    limit_ratios.append(2 * fine - coarse)   # removes first order in T
    assert abs(limit_ratios[-1] - 1) < 3e-3


# ---------- worked example ----------
def rate_si(xi_eV, T):
    return C_si * ((xi_eV * eV)**2 + (pi * kB * T)**2)


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


show("Fermi energy (input)", fermi_energy / eV, "eV")
show("mass / free-electron mass (input)", mass / const.m_e)
show("Fermi wave number", k_fermi * 1e-9, "1/nm")
show("electron density", k_fermi**3 / (3 * pi**2) * 1e-6, "1/cm^3")
show("Fermi velocity", v_fermi * 1e-6, "nm/fs")
show("screening wave number", kappa_si * 1e-9, "1/nm")
show("x = 2 kF/kappa", 2 / kappa)
show("bracket B(x)", bracket(2 / kappa))
show("coefficient C", C_si * eV**2 * 1e-15, "1/(fs eV^2)")
for T in (300.0, 400.0):
    show(f"pi kB T at {T:.0f} K", pi * kB * T / eV * 1e3, "meV")
    for xi in (0.0, 0.1, 0.5, 1.0):
        r = rate_si(xi, T)
        print(f"T={T:.0f} K, xi={xi:.1f} eV: 1/tau = {r*1e-12:.4g} 1/ps,"
              f" tau = {1e15/r:.4g} fs")
rate0 = rate_si(0.0, temperature)
show("out-scattering rate alone, xi=0, 300 K",
     rate0 * fermi_integrals(0.0)[0] / sum(fermi_integrals(0.0)) * 1e-12,
     "1/ps")
show("thermal average / value at xi=0", average_ratio)
show("path vF*tau at xi=0, 300 K", v_fermi / rate0 * 1e6, "um")
out, back = fermi_integrals(2.0)
show("Fermi integral out, xi=2kBT", out)
show("Fermi integral in, xi=2kBT", back)
show("their sum", out + back)
show("(4+pi^2)/2", (4 + pi**2) / 2)
show("one-level decay in kinetic equation, same units", decay)
show("momentum / energy-variable rate, kBT=0.02 EF",
     rate_momentum / rate_energy)
for y, ratio in zip((0, 3, 6), limit_ratios):
    show(f"golden rule / law, T to 0, xi={y}kBT", ratio)
print("Neglected or separately sized effects:")
show("rate without exchange / with exchange",
     interaction_integral(thomas_fermi, False) / J)
T_red = kB * temperature / energy_unit
for xi in (0.0, 1.0):
    xi_red = xi * eV / energy_unit
    show(f"full kinematics / law, xi={xi:.0f} eV, 300 K",
         energy_variable_rate(xi_red, T_red) / law(xi_red, T_red))
show("static Lindhard / Thomas-Fermi rate", interaction_integral(lindhard) / J)
show("bound-electron dielectric constant (rough input)", bound_dielectric)
show("rate with / without bound polarization",
     interaction_integral(with_bound_electrons) / J)
show("heavier mass ratio (rough input)", heavier_mass)
show("rate with heavier mass / free mass, same density",
     coefficient(k_fermi, heavier_mass * mass) / C_si)
show("chemical-potential shift at 300 K",
     -(pi * kB * temperature)**2 / (12 * fermi_energy) / eV * 1e3, "meV")
phonon_rate = 2 * pi * phonon_coupling * kB * temperature / hbar
show("phonon coupling (rough input)", phonon_coupling)
show("phonon scattering time at 300 K", 1e15 / phonon_rate, "fs")
show("phonon rate / e-e rate at xi=0, 300 K", phonon_rate / rate0)
show("line width (input)", line_width * 1e9, "nm")
show("transit time across line", line_width / v_fermi * 1e15, "fs")
print("checks complete")
```

It prints:

```
Fermi energy (input): 7 eV
mass / free-electron mass (input): 1
Fermi wave number: 13.555 1/nm
electron density: 8.4109e+22 1/cm^3
Fermi velocity: 1.5692 nm/fs
screening wave number: 18.059 1/nm
x = 2 kF/kappa: 1.5011
bracket B(x): 0.83439
coefficient C: 0.023687 1/(fs eV^2)
pi kB T at 300 K: 81.216 meV
T=300 K, xi=0.0 eV: 1/tau = 0.1562 1/ps, tau = 6400 fs
T=300 K, xi=0.1 eV: 1/tau = 0.3931 1/ps, tau = 2544 fs
T=300 K, xi=0.5 eV: 1/tau = 6.078 1/ps, tau = 164.5 fs
T=300 K, xi=1.0 eV: 1/tau = 23.84 1/ps, tau = 41.94 fs
pi kB T at 400 K: 108.29 meV
T=400 K, xi=0.0 eV: 1/tau = 0.2778 1/ps, tau = 3600 fs
T=400 K, xi=0.1 eV: 1/tau = 0.5146 1/ps, tau = 1943 fs
T=400 K, xi=0.5 eV: 1/tau = 6.2 1/ps, tau = 161.3 fs
T=400 K, xi=1.0 eV: 1/tau = 23.97 1/ps, tau = 41.73 fs
out-scattering rate alone, xi=0, 300 K: 0.078122 1/ps
thermal average / value at xi=0: 1.3333
path vF*tau at xi=0, 300 K: 10.043 um
Fermi integral out, xi=2kBT: 6.1082
Fermi integral in, xi=2kBT: 0.82665
their sum: 6.9348
(4+pi^2)/2: 6.9348
one-level decay in kinetic equation, same units: 6.9348
momentum / energy-variable rate, kBT=0.02 EF: 1.0001
golden rule / law, T to 0, xi=0kBT: 1
golden rule / law, T to 0, xi=3kBT: 0.99999
golden rule / law, T to 0, xi=6kBT: 0.99996
Neglected or separately sized effects:
rate without exchange / with exchange: 1.7313
full kinematics / law, xi=0 eV, 300 K: 0.99554
full kinematics / law, xi=1 eV, 300 K: 0.88317
static Lindhard / Thomas-Fermi rate: 1.0448
bound-electron dielectric constant (rough input): 5
rate with / without bound polarization: 0.61425
heavier mass ratio (rough input): 1.3
rate with heavier mass / free mass, same density: 1.3923
chemical-potential shift at 300 K: -0.078525 meV
phonon coupling (rough input): 0.15
phonon scattering time at 300 K: 27.015 fs
phonon rate / e-e rate at xi=0, 300 K: 236.92
line width (input): 20 nm
transit time across line: 12.745 fs
checks complete
```
